**Hypervirial defects of exact, linear variational and Hartree–Fock states**

For a Hamiltonian $H$, an anti-Hermitian generator $W$ and a state $\psi$ of energy $E$, the program examines $\langle[H,W]\rangle=2\,\mathrm{Re}\langle(H-E)\psi|W\psi\rangle$. Translation gives the force defect and dilation the virial defect. In a one-dimensional anharmonic well it asserts that both defects vanish for the converged state, that they equal the residual formula in small bases, and that a changed Hamiltonian with the same basis matrix can have no defect. An even well obeys the force rule by parity although the translated variation leaves the basis. For the HF molecule in restricted Hartree–Fock with 6-31G, the program asserts that the defects from integrals agree with energy differences under a shift or dilation of the basis alone, and that the force defect agrees with a Fock-matrix formula. The output shows a force defect of −108.39 eV/angstrom and a virial defect of 3.83 eV. Both vanish within the set tolerance when the basis is shifted and scaled as a whole, with an energy gain of only 0.0057 eV. Adding the derivatives of the basis functions reduces the force defect to −0.24 eV/angstrom and lowers the energy by 1.07 eV.

## Numerical check

```python
# Result under test: for H = T + V and an anti-Hermitian generator W,
#   d/ds <exp(sW)psi|H|exp(sW)psi> = <[H,W]> = 2 Re <(H-E)psi|W psi> at s=0.
# It vanishes for eigenstates, and for variational states if W psi is an
# admitted variation. Without admission it may vanish, but is not guaranteed.
# Translation W = -sum d/dz gives the force defect  <sum dV/dz>.
# Dilation W = -sum (r.grad + 3/2) gives the virial defect -2<T>+<sum r.grad V>.
# Part 1: one-dimensional well, dimensionless. Part 2: HF molecule, closed-shell
# Hartree-Fock, atomic units inside, eV and angstrom in the printed output.
import numpy as np
from types import SimpleNamespace
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

# ---------- Part 1: exact and linear variational states in a well ----------
SIZE = 100
lower = np.diag(np.sqrt(np.arange(1, SIZE)), 1)
x = (lower + lower.T) / np.sqrt(2)
ddx = (lower - lower.T) / np.sqrt(2)
kinetic = -ddx @ ddx / 2
translation = -ddx
dilation = -(x @ ddx + ddx @ x) / 2


def well(cubic, quartic):
    """Hamiltonian and slope of V = x^2/2 + cubic x^3 + quartic x^4."""
    x2 = x @ x
    potential = x2 / 2 + cubic * x2 @ x + quartic * x2 @ x2
    slope = x + 3 * cubic * x2 + 4 * quartic * x2 @ x
    return kinetic + potential, slope


def ritz(hamiltonian, count):
    """Lowest variational state in the first count oscillator functions."""
    energies, vectors = np.linalg.eigh(hamiltonian[:count, :count])
    state = np.zeros(SIZE)
    state[:count] = vectors[:, 0]
    return energies[0], state


def defects(state, slope):
    force = state @ slope @ state
    virial = -2 * state @ kinetic @ state + state @ x @ slope @ state
    return force, virial


CUBIC, QUARTIC = 0.3, 0.2
CLEAR, ACCIDENTAL = 3, 4  # basis sizes: clear defects, nearly vanishing force defect
H, slope = well(CUBIC, QUARTIC)
exact_energy, exact_state = ritz(H, SIZE)
exact_defects = defects(exact_state, slope)
assert max(abs(np.array(exact_defects))) < 1e-7

cases = {}
for count in (CLEAR, ACCIDENTAL):
    small_energy, small_state = ritz(H, count)
    small_defects = defects(small_state, slope)
    residual = H @ small_state - small_energy * small_state
    assert np.max(abs(residual[:count])) < 1e-11
    gains = []
    for W, defect in zip((translation, dilation), small_defects):
        variation = W @ small_state
        assert abs(defect - 2 * residual @ variation) < 1e-10
        # Supply the missing variation as one more basis function.
        outside = variation.copy()
        outside[:count] = 0
        columns = np.column_stack([np.eye(SIZE)[:, :count],
                                   outside / np.linalg.norm(outside)])
        new_energy = np.linalg.eigvalsh(columns.T @ H @ columns)[0]
        gains.append(small_energy - new_energy)
        assert gains[-1] > -1e-12
        if count == CLEAR:
            # A clear defect means that stationarity is lost.
            assert abs(defect) > 1e-4 and gains[-1] > 1e-8
        # A Hamiltonian with the same basis matrix can have no defect at all.
        strength = -defect / (2 * outside @ outside)
        changed = H + strength * (np.outer(outside, small_state)
                                  + np.outer(small_state, outside))
        assert np.allclose(changed[:count, :count], H[:count, :count], atol=1e-12)
        commutator = small_state @ (changed @ W - W @ changed) @ small_state
        assert abs(commutator) < 1e-9
    cases[count] = (small_energy, small_defects, gains)

# Even well: parity gives the force rule although the variation is not admitted.
H_even, slope_even = well(0.0, QUARTIC)
even_energy, even_state = ritz(H_even, 3)
even_defects = defects(even_state, slope_even)
even_outside = np.linalg.norm((translation @ even_state)[3:])
assert abs(even_defects[0]) < 1e-12 and even_outside > 1e-2
assert abs(even_defects[1]) > 1e-5

# ---------- Part 2: HF molecule ----------
BOND_ANGSTROM = 0.92
BOND = BOND_ANGSTROM / BOHR
NUCLEI = [("F", 9, 0.0), ("H", 1, BOND)]  # element, charge, z position


def solve(basis, shift=0.0, log_scale=0.0):
    """Hartree-Fock with fixed nuclei and a shifted, dilated basis."""
    factor = np.exp(-2 * log_scale)
    scaled = {element: [[shell[0]] + [[row[0] * factor] + list(row[1:])
                                      for row in shell[1:]]
                        for shell in shells]
              for element, shells in basis.items()}
    centres = [(element, (0.0, 0.0, z * np.exp(log_scale) + shift))
               for element, charge, z in NUCLEI]
    mol = gto.M(atom=centres, basis=scaled, unit="Bohr", cart=True, verbose=0)
    kin = mol.intor("int1e_kin")
    attraction = np.zeros_like(kin)
    pull_operators = []
    for element, charge, z in NUCLEI:
        with mol.with_rinv_origin((0.0, 0.0, z)):
            attraction -= charge * mol.intor("int1e_rinv")
            half = mol.intor("int1e_iprinv")[2]
        pull_operators.append(charge * (half + half.T))
    core = kin + attraction
    mf = scf.RHF(mol)
    mf.get_hcore = lambda *args: core
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    density = np.asarray(mf.make_rdm1())
    T = np.sum(density * kin)
    V_ne = np.sum(density * attraction)
    V_ee = np.sum(density * np.asarray(mf.get_veff(mol, density))) / 2
    pulls = np.array([np.sum(density * op) for op in pull_operators])
    force = pulls.sum()
    moment = sum(n[2] * pull for n, pull in zip(NUCLEI, pulls))
    virial = -(2 * T + V_ee + V_ne) + moment
    return SimpleNamespace(mol=mol, mf=mf, core=core, T=T, V_ne=V_ne,
                           V_ee=V_ee, pulls=pulls, force=force, virial=virial,
                           energy=T + V_ne + V_ee,
                           occupied=mf.mo_coeff[:, mf.mo_occ > 0])


def add_derivatives(shells):
    """Add shells that span all first derivatives of the given functions."""
    full = list(shells)
    for shell in shells:
        for l in (shell[0] - 1, shell[0] + 1):
            if l < 0:
                continue
            new = [l] + [[row[0]] + [c * np.sqrt(row[0]) for c in row[1:]]
                         for row in shell[1:]]
            duplicate = len(new) == 2 and any(
                len(old) == 2 and old[0] == l
                and np.isclose(old[1][0], new[1][0]) for old in full)
            if not duplicate:
                full.append(new)
    return full


def gradient_in(state, target):
    """Overlaps of orbital gradients with target, and the part left outside."""
    cross = gto.intor_cross("int1e_ipovlp", state.mol, target.mol)
    rows = np.einsum("xij,ik->xkj", cross, state.occupied)
    overlap = target.mol.intor("int1e_ovlp")
    captured = sum(np.sum(r * np.linalg.solve(overlap, r.T).T) for r in rows)
    return rows, 1 - captured / state.T


basis = {el: gto.basis.load("6-31g", el) for el in ("F", "H")}
rich_basis = {el: add_derivatives(shells) for el, shells in basis.items()}
fixed = solve(basis)
rich = solve(rich_basis)
assert abs(fixed.force) > 1e-3


def slope_of_energy(step, **unit):
    """Fourth-order difference along one motion of the basis."""
    def energy(multiple):
        return solve(basis, **{k: v * multiple * step
                               for k, v in unit.items()}).energy
    return (8 * (energy(1) - energy(-1)) - (energy(2) - energy(-2))) / (12 * step)


numeric_force = slope_of_energy(2e-4, shift=1.0)
numeric_virial = slope_of_energy(1e-3, log_scale=1.0)
assert abs(numeric_force - fixed.force) < 1e-4
assert abs(numeric_virial - fixed.virial) < 2e-5

# The enriched basis contains the gradients of the old occupied orbitals.
rows, old_outside_rich = gradient_in(fixed, rich)
fixed_outside = gradient_in(fixed, fixed)[1]
rich_outside = gradient_in(rich, rich)[1]
assert abs(old_outside_rich) < 1e-8
assert fixed_outside > 1e-4 and rich_outside > 1e-7
# Orbital formula for the force defect, evaluated with the Fock matrix.
overlap = rich.mol.intor("int1e_ovlp")
old_cross = gto.intor_cross("int1e_ovlp", rich.mol, fixed.mol)
old_orbitals = np.linalg.solve(overlap, old_cross @ fixed.occupied)
variations = -np.linalg.solve(overlap, rows[2].T)
old_density = 2 * old_orbitals @ old_orbitals.T
fock = rich.core + np.asarray(rich.mf.get_veff(rich.mol, old_density))
orbital_force = 4 * np.sum(variations * (fock @ old_orbitals))
assert abs(orbital_force - fixed.force) < 1e-5
assert abs(rich.force) < 0.2 * abs(fixed.force)
assert rich.energy < fixed.energy

# Float and scale the basis as a whole until both defects vanish.
def both(point):
    result = solve(basis, *point)
    return np.array([result.force, result.virial])


steps = (1e-4, 1e-3)
jacobian = np.column_stack([
    (both(step * unit) - both(-step * unit)) / (2 * step)
    for step, unit in zip(steps, np.eye(2))])
point = np.zeros(2)
for iteration in range(7):
    point = point - np.linalg.solve(jacobian, both(point))
floated = solve(basis, *point)
assert max(abs(floated.force), abs(floated.virial)) < 1e-5
assert floated.energy < fixed.energy

# ---------- Output ----------
print("WELL, dimensionless: V = x^2/2 + c x^3 + q x^4")
print(f"c = {CUBIC}, q = {QUARTIC}")
print(f"converged energy = {exact_energy:.6f}")
print(f"converged |force|, |virial| defects = "
      f"{abs(exact_defects[0]):.1e}, {abs(exact_defects[1]):.1e}")
for count, (energy, pair, gains) in cases.items():
    print(f"[{count} functions] energy = {energy:.6f}")
    print(f"  force defect = {pair[0]:.3e}, virial defect = {pair[1]:.3e}")
    print(f"  energy gain on adding translation variation = {gains[0]:.3e}")
    print(f"  energy gain on adding dilation variation = {gains[1]:.3e}")
print(f"even well (c=0), 3 functions: |force defect| = {abs(even_defects[0]):.1e}")
print(f"even well: norm of translation variation outside = {even_outside:.5f}")
print(f"even well: virial defect = {even_defects[1]:.6f}")
print("HF MOLECULE, restricted Hartree-Fock, F at origin, H at +z")
print(f"bond length = {BOND_ANGSTROM:.2f} angstrom")
nuclear = 9 / BOND
for name, s in (("6-31G fixed", fixed), ("6-31G floated", floated),
                ("6-31G + derivatives", rich)):
    print(f"[{name}] basis functions = {s.mol.nao}")
    print(f"  total energy = {(s.energy + nuclear) * HARTREE:.5f} eV")
    print(f"  electron pull on F = {s.pulls[0] * HARTREE / BOHR:.4f} eV/angstrom")
    print(f"  electron pull on H = {s.pulls[1] * HARTREE / BOHR:.4f} eV/angstrom")
    print(f"  force defect = {s.force * HARTREE / BOHR:.4f} eV/angstrom")
    print(f"  virial defect = {s.virial * HARTREE:.4f} eV")
print(f"6-31G fixed: T = {fixed.T * HARTREE:.4f} eV")
print(f"6-31G fixed: V_ne = {fixed.V_ne * HARTREE:.4f} eV")
print(f"6-31G fixed: V_ee = {fixed.V_ee * HARTREE:.4f} eV")
print(f"6-31G fixed: R_H F_H = {BOND * fixed.pulls[1] * HARTREE:.4f} eV")
print(f"force defect from energy differences = "
      f"{numeric_force * HARTREE / BOHR:.4f} eV/angstrom")
print(f"force defect from Fock matrix = "
      f"{orbital_force * HARTREE / BOHR:.4f} eV/angstrom")
print(f"virial defect from energy differences = {numeric_virial * HARTREE:.4f} eV")
print(f"fixed force defect, converted = {fixed.force:.6f} hartree/bohr")
print(f"fixed virial defect, converted = {fixed.virial:.6f} hartree")
print(f"stiffness against basis shift = "
      f"{jacobian[0, 0] * HARTREE / BOHR**2:.4e} eV/angstrom^2")
print(f"optimal basis shift = {point[0] * BOHR:.4e} angstrom")
print(f"optimal length scale factor = {np.exp(point[1]):.7f}")
print(f"energy gain by floating = {(fixed.energy-floated.energy)*HARTREE:.4e} eV")
print(f"energy gain by enrichment = {(fixed.energy-rich.energy)*HARTREE:.4f} eV")
print(f"squared gradient outside, 6-31G = {fixed_outside:.4e} of total")
print(f"old gradient outside enriched basis = {abs(old_outside_rich):.1e} of total")
print(f"new gradient outside enriched basis = {rich_outside:.4e} of total")
print("success")
```

Running it gives:

```
WELL, dimensionless: V = x^2/2 + c x^3 + q x^4
c = 0.3, q = 0.2
converged energy = 0.568602
converged |force|, |virial| defects = 1.9e-14, 2.2e-14
[3 functions] energy = 0.570754
  force defect = 8.319e-03, virial defect = 2.013e-02
  energy gain on adding translation variation = 3.861e-04
  energy gain on adding dilation variation = 2.598e-04
[4 functions] energy = 0.570368
  force defect = -1.762e-05, virial defect = -4.001e-03
  energy gain on adding translation variation = 6.799e-08
  energy gain on adding dilation variation = 2.966e-05
even well (c=0), 3 functions: |force defect| = 0.0e+00
even well: norm of translation variation outside = 0.13426
even well: virial defect = 0.008490
HF MOLECULE, restricted Hartree-Fock, F at origin, H at +z
bond length = 0.92 angstrom
[6-31G fixed] basis functions = 11
  total energy = -2720.68759 eV
  electron pull on F = 38.4183 eV/angstrom
  electron pull on H = -146.8087 eV/angstrom
  force defect = -108.3904 eV/angstrom
  virial defect = 3.8318 eV
[6-31G floated] basis functions = 11
  total energy = -2720.69329 eV
  electron pull on F = 146.9116 eV/angstrom
  electron pull on H = -146.9116 eV/angstrom
  force defect = -0.0000 eV/angstrom
  virial defect = -0.0000 eV
[6-31G + derivatives] basis functions = 36
  total energy = -2721.75626 eV
  electron pull on F = 153.6394 eV/angstrom
  electron pull on H = -153.8780 eV/angstrom
  force defect = -0.2385 eV/angstrom
  virial defect = 0.7010 eV
6-31G fixed: T = 2722.6578 eV
6-31G fixed: V_ne = -6820.4994 eV
6-31G fixed: V_ee = 1236.2879 eV
6-31G fixed: R_H F_H = -135.0640 eV
force defect from energy differences = -108.3904 eV/angstrom
force defect from Fock matrix = -108.3904 eV/angstrom
virial defect from energy differences = 3.8318 eV
fixed force defect, converted = -2.107859 hartree/bohr
fixed virial defect, converted = 0.140817 hartree
stiffness against basis shift = 1.5139e+06 eV/angstrom^2
optimal basis shift = 7.1275e-05 angstrom
optimal length scale factor = 0.9990418
energy gain by floating = 5.7051e-03 eV
energy gain by enrichment = 1.0687 eV
squared gradient outside, 6-31G = 8.1115e-01 of total
old gradient outside enriched basis = 4.4e-16 of total
new gradient outside enriched basis = 2.5222e-04 of total
success
```
